# Bound states of open lattices from evanescent lead solutions: test program

```python
"""
Bound states of an infinite system with leads, from decaying lead solutions only.

Lead: V psi[j-1] + (H0-E) psi[j] + V^+ psi[j+1] = 0, cells j=1,2,... outward.
Device: Hamiltonian HS; P selects its sites touching cell 1 (they act as psi[0]).
Decaying solutions: psi[0]=X0 c, psi[j+1]=X1 R^j c, with (X0;X1) orthonormal.
Result under test: a bound state is a zero eigenvalue of the Hermitian matrix
  W(E) = [[HS-E, P^T V^+ X1], [X1^+ V P, -X1^+ V X0]]
whose vector also has leak = |V(P psi - X0 c)|/|Psi| = 0. This holds in gaps and
inside continua. At a bound state the eigenvalue has slope -<Psi|Psi>.
Wire energies are in meV, lengths in nm; the two small test models use hopping 1.
"""
import numpy as np
import scipy.linalg as la
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy import constants as const


def decaying_solutions(E, H0, V):
    m = len(H0)
    inv = np.linalg.inv(V.conj().T)
    transfer = np.block([[np.zeros((m, m)), np.eye(m)],
                         [-inv @ V, inv @ (E * np.eye(m) - H0)]])
    R, Z, k = la.schur(transfer, output='complex',
                       sort=lambda z: abs(z) < 1 - 1e-7)
    return Z[:m, :k], Z[m:, :k], R[:k, :k]


def build_W(E, device):
    HS, P, H0, V = device
    X0, X1, R = decaying_solutions(E, H0, V)
    top = P.T @ V.conj().T @ X1
    W = np.block([[HS - E * np.eye(len(HS)), top],
                  [top.conj().T, -X1.conj().T @ V @ X0]])
    return W, X0, X1, R


def negatives(E, device):
    return int(np.sum(np.linalg.eigvalsh(build_W(E, device)[0]) < 0))


def analyse(E, device):
    """Eigenvalue of W nearest zero, infinite norm, leak, normalized device part."""
    HS, P, H0, V = device
    W, X0, X1, R = build_W(E, device)
    w, x = np.linalg.eigh(W)
    i = np.argmin(abs(w))
    psi, c = x[:len(HS), i], x[len(HS):, i]
    norm = np.vdot(psi, psi).real
    if len(c):
        tail = la.solve_discrete_lyapunov(R.conj().T, X1.conj().T @ X1)
        norm += np.vdot(c, tail @ c).real
    leak = np.linalg.norm(V @ (P @ psi - X0 @ c)) / np.sqrt(norm)
    return w[i], norm, leak, psi / np.sqrt(norm)


def newton(E, device, steps=7):
    for _ in range(steps):
        w, norm, _, _ = analyse(E, device)
        E += w / norm
    return E


def slope(E, device, h):
    return (analyse(E + h, device)[0] - analyse(E - h, device)[0]) / (2 * h)


def candidates(lo, hi, device):
    """All roots in a window where every eigenvalue crosses zero downward."""
    base, found = negatives(lo, device), []
    for j in range(negatives(hi, device) - base):
        a, b = lo, hi
        for _ in range(11):
            mid = (a + b) / 2
            if negatives(mid, device) - base > j:
                b = mid
            else:
                a = mid
        found.append(newton((a + b) / 2, device))
    found = np.array(found)
    assert np.all(np.diff(found) > 1e-4)
    assert np.all((found > lo) & (found < hi))
    return found


# ---- Test A: analytic bound state inside a band, without mirror symmetry ----
L, order = 5, 2
E_chain = -2 * np.cos(np.pi * order / L)
HS = np.zeros((L + 3, L + 3))
for i in range(L):
    HS[i, i + 1] = HS[i + 1, i] = -1
for side, site, g in [(L + 1, 0, 0.4), (L + 2, L, 0.7)]:
    HS[side, side] = E_chain
    HS[side, site] = HS[site, side] = g
P = np.zeros((2, L + 3))
P[0, 0] = P[1, L] = 1
chain = (HS, P, np.zeros((2, 2)), -np.eye(2))
in_band = [E for E in np.linalg.eigvalsh(HS) if abs(E) < 1.999]
chain_leaks = np.array([analyse(E, chain)[2] for E in in_band])
hits = [E for E, q in zip(in_band, chain_leaks) if q < 1e-10]
assert len(hits) == 1 and abs(hits[0] - E_chain) < 1e-10
chain_other = min(q for q in chain_leaks if q >= 1e-10)
assert chain_other > 1e-3

# ---- Test B: gapped lead whose hard-wall end carries a surface state ----
H0 = np.array([[0, 0.5], [0.5, 0]])
V = np.array([[0, 1.0], [0.1, 0]])
HS = np.array([[0.3, 0.2], [0.2, -0.1]])
dimer = (HS, np.eye(2), H0, V)
grid = np.linspace(-0.59, 0.59, 60)
counts = [negatives(E, dimer) for E in grid]
true_roots, false_roots = [], []
for i in range(len(grid) - 1):
    if counts[i] != counts[i + 1]:
        a, b = grid[i], grid[i + 1]
        for _ in range(45):
            mid = (a + b) / 2
            if negatives(mid, dimer) == counts[i]:
                a = mid
            else:
                b = mid
        root = (a + b) / 2
        _, norm, leak, _ = analyse(root, dimer)
        s = slope(root, dimer, 1e-5)
        if leak < 1e-8:
            true_roots.append(root)
            assert abs(s / norm + 1) < 1e-4
        else:
            false_roots.append((root, leak, s, norm))
            assert abs(s / norm - 1) < 1e-4
            X0 = decaying_solutions(root, H0, V)[0]
            smallest_X0 = np.linalg.svd(X0, compute_uv=False)[-1]
            assert smallest_X0 < 1e-6


def finite_chain(first, cells=80):
    H = np.kron(np.eye(cells), H0)
    H += np.kron(np.eye(cells, k=-1), V) + np.kron(np.eye(cells, k=1), V.T)
    H[:2, :2] = first
    e, v = np.linalg.eigh(H)
    near = np.sum(v[:40] ** 2, axis=0) > 0.5
    return e[(abs(e) < 0.59) & near]


reference = finite_chain(HS)
surface = finite_chain(H0)
assert len(reference) == len(true_roots) > 0
assert np.allclose(reference, true_roots, atol=1e-8)
assert len(surface) == len(false_roots) == 1
assert abs(surface[0] - false_roots[0][0]) < 1e-8
assert counts[-1] - counts[0] == len(reference) - len(surface)

# ---- Worked wire with a dot ----
mass, a0 = 0.067, 5.0
wire_w, dot_w, dot_l = 50.0, 100.0, 60.0


def hopping(a):
    return const.hbar**2 / (2 * mass * const.m_e * (a * 1e-9)**2) / const.e * 1e3


def second_difference(n, t):
    return 2 * t * np.eye(n) - t * np.eye(n, k=1) - t * np.eye(n, k=-1)


t = hopping(a0)
nw, ny, nx = [int(round(s / a0)) - 1 for s in (wire_w, dot_w, dot_l)]
HS = (np.kron(second_difference(nx, t), np.eye(ny))
      + np.kron(np.eye(nx), second_difference(ny, t)))
P = np.zeros((2 * nw, nx * ny))
first_row = (ny - nw) // 2
for r in range(nw):
    P[r, first_row + r] = 1
    P[nw + r, (nx - 1) * ny + first_row + r] = 1
h_cell = second_difference(nw, t) + 2 * t * np.eye(nw)
H0w, Vw = np.kron(np.eye(2), h_cell), -t * np.eye(2 * nw)
wire = (HS, P, H0w, Vw)
thresholds = np.linalg.eigvalsh(second_difference(nw, t))
E1, E2 = thresholds[:2]
margin = 1e-3

W = build_W((E1 + E2) / 2, wire)[0]
assert np.max(abs(W - W.conj().T)) < 1e-10 * t

low = candidates(0.0, E1 - margin, wire)
low_leaks = np.array([analyse(E, wire)[2] for E in low])
assert len(low) > 0 and np.all(low_leaks < 1e-8)
mid_window = candidates(E1 + margin, E2 - margin, wire)
leaks = np.array([analyse(E, wire)[2] for E in mid_window])
embedded = mid_window[leaks < 1e-8]
assert len(embedded) > 0 and np.any(leaks > 1e-2)
for E in mid_window:
    assert abs(slope(E, wire, 1e-4) / analyse(E, wire)[1] + 1) < 1e-4


def finite_lattice(a, lead_nm, odd_only):
    """Hard-wall lattice with finite leads; odd_only puts a wall on the axis."""
    cells, cols = int(round(lead_nm / a)), int(round(dot_l / a)) - 1
    half_dot, half_wire = int(round(dot_w / 2 / a)), int(round(wire_w / 2 / a))
    y = np.arange(1 if odd_only else 1 - half_dot, half_dot)
    total = 2 * cells + cols
    in_dot = (np.arange(total) >= cells) & (np.arange(total) < cells + cols)
    mask = (in_dot[:, None] | (abs(y) < half_wire)[None, :]).ravel()
    hop = hopping(a)

    def lap(n):
        return sp.diags([-hop, 2 * hop, -hop], [-1, 0, 1], shape=(n, n))
    H = sp.kron(lap(total), sp.eye(len(y))) + sp.kron(sp.eye(total), lap(len(y)))
    keep = np.flatnonzero(mask)
    H = H.tocsr()[keep][:, keep].tocsc()
    return H, np.repeat(in_dot, len(y))[keep]


H_odd, dot_sites = finite_lattice(a0, 2000, True)
e_odd, v_odd = eigsh(H_odd, k=7, sigma=0)
order_odd = np.argsort(e_odd)
e_odd, v_odd = e_odd[order_odd], v_odd[:, order_odd]
odd_bound = e_odd[e_odd < E2 - margin]
assert len(odd_bound) == len(embedded)
assert np.allclose(odd_bound, embedded, atol=1e-6)
H_full, _ = finite_lattice(a0, 2000, False)
e_full = np.sort(eigsh(H_full, k=4, sigma=0, return_eigenvectors=False))
full_bound = e_full[e_full < E1 - margin]
assert len(full_bound) == len(low) and np.allclose(full_bound, low, atol=1e-6)

Eb = embedded[0]
_, _, _, psi = analyse(Eb, wire)
dot_weight = np.vdot(psi, psi).real
assert abs(dot_weight - np.sum(v_odd[dot_sites, 0] ** 2)) < 1e-6
decay_length = a0 / np.arccosh(1 + (E2 - Eb) / (2 * t))
box = eigsh(H_full, k=4, sigma=Eb + 1e-4, return_eigenvectors=False)
distances = np.sort(abs(box - Eb))
assert distances[0] < 1e-6

newton_errors, E = [], Eb + 0.1
for _ in range(5):
    newton_errors.append(abs(E - Eb))
    E = newton(E, wire, 1)
ratio = (newton_errors[2] / newton_errors[1]**2) / (
    newton_errors[1] / newton_errors[0]**2)
assert 0.2 < ratio < 5 and newton_errors[4] < 1e-9

# ---- Weak transverse tilt: resonance width against a complex pole ----
y_dot = (np.arange(ny) - (ny - 1) / 2) * a0
tilt_shape = np.kron(np.ones(nx), y_dot / dot_w)
modes = np.linalg.eigh(second_difference(nw, t))[1]


def inverse_green(z, U):
    c = 1 + (thresholds - z) / (2 * t) + 0j
    lam = np.where(c.real > 1, c - np.sqrt(c * c - 1), c + 1j * np.sqrt(1 - c * c))
    sigma = -t * (modes * lam) @ modes.T
    return (z * np.eye(len(HS)) - HS - np.diag(U)
            - P.T @ np.kron(np.eye(2), sigma) @ P)


def second_order(u):
    b = u * tilt_shape * psi
    # The rank-one term removes only the bound state, which b does not contain.
    A = inverse_green(Eb, 0 * tilt_shape) + np.outer(psi, psi.conj())
    return np.vdot(b, np.linalg.solve(A, b))


def pole(u):
    def f(z):
        A = inverse_green(z, u * tilt_shape)
        return 1 / np.vdot(psi, np.linalg.solve(A, psi))
    z0, z1 = Eb + 0j, Eb + second_order(u)
    f0, f1 = f(z0), f(z1)
    for _ in range(20):
        if abs(z1 - z0) < 1e-12 or f1 == f0:
            break
        z2 = z1 - f1 * (z1 - z0) / (f1 - f0)
        z0, f0, z1 = z1, f1, z2
        f1 = f(z1)
    assert abs(z1 - z0) < 1e-9
    return z1


tilt = 0.5
shift2 = second_order(tilt)
z_pole, z_double = pole(tilt), pole(2 * tilt)
gamma2, gamma = -2 * shift2.imag, -2 * z_pole.imag
assert gamma > 0 and abs(gamma2 / gamma - 1) < 0.03
assert abs(shift2.real / (z_pole.real - Eb) - 1) < 0.03
gamma_ratio = z_double.imag / z_pole.imag
assert abs(gamma_ratio - 4) < 0.3
tilt_leaks = []
for u in (tilt / 10, tilt):
    tilted = (HS + np.diag(u * tilt_shape), P, H0w, Vw)
    tilt_leaks.append(analyse(newton(Eb, tilted), tilted)[2])
assert abs(tilt_leaks[1] / tilt_leaks[0] - 10) < 0.5

# ---- Grid error: dispersion gives a^2, the 270-degree inner corners a^(4/3) ----
spacings = np.array([5.0, 2.5, 1.25, 0.625])
grid_E = np.array([eigsh(finite_lattice(a, 200, True)[0], k=1, sigma=0,
                         return_eigenvectors=False)[0] for a in spacings])
powers = np.column_stack([np.ones(4), spacings**(4 / 3), spacings**2])
predicted = powers[3] @ np.linalg.solve(powers[:3], grid_E[:3])
last_change = abs(grid_E[3] - grid_E[2])
assert last_change < abs(grid_E[2] - grid_E[1])
assert abs(predicted - grid_E[3]) < 0.25 * last_change
limit_E, corner, dispersion = np.linalg.solve(powers[1:], grid_E[1:])
assert corner > 0 > dispersion

# ---- Sizes of neglected effects; material inputs are rough typical values ----
eps_r, gap_eV, vertical_eV, phonon_ns, temperature = 12.9, 1.42, 0.05, 1.0, 0.1
radius = np.sqrt(dot_w * dot_l / np.pi)
charging = const.e / (8 * const.epsilon_0 * eps_r * radius * 1e-9) * 1e3
mass_rise = 2 * (1 - mass)**2 / gap_eV * vertical_eV
mass_shift = Eb * (1 / (1 + mass_rise) - 1)
wall_shift = Eb * (1 / 1.05**2 - 1)
hbar_meV_ps = const.hbar / const.e * 1e15
phonon_width = hbar_meV_ps / (phonon_ns * 1e3)
thermal = const.k * temperature / const.e * 1e3

print(f"chain: analytic / found energy = {E_chain:.8f} / {hits[0]:.8f} hopping")
print(f"chain: smallest leak of other candidates = {chain_other:.4f} hopping")
print("two-orbital lead: bound energies =", np.round(true_roots, 8), "hopping")
print("  long finite chain gives =", np.round(reference, 8), "hopping")
fr = false_roots[0]
print(f"  false root: |energy| = {abs(fr[0]):.1e}, leak = {fr[1]:.4f} hopping")
print(f"  false root: slope = {fr[2]:.5f}, norm = {fr[3]:.5f} (dimensionless)")
print(f"  smallest singular value of X0 there = {smallest_X0:.1e}")
print(f"  change in negative count = {counts[-1] - counts[0]}")
print(f"wire width, dot width, dot length = {wire_w}, {dot_w}, {dot_l} nm")
print(f"mass = {mass} m_e, grid = {a0} nm, hopping = {t:.4f} meV")
print(f"device sites = {nx * ny}, orbitals per cell, both leads = {2 * nw}")
print(f"decaying solutions between thresholds = {len(W) - nx * ny}")
print(f"thresholds 1, 2 = {E1:.5f}, {E2:.5f} meV")
for E, q in zip(low, low_leaks):
    print(f"below threshold 1: E = {E:.6f} meV, leak = {q:.1e} meV")
for E, q in zip(mid_window, leaks):
    print(f"between thresholds: E = {E:.6f} meV, leak = {q:.2e} meV")
print("finite lattice, odd sector:", np.round(odd_bound, 6), "meV")
print("finite lattice, below threshold 1:", np.round(full_bound, 6), "meV")
print(f"first embedded state: E = {Eb:.6f} meV = {Eb * 1e-3:.9f} eV")
print(f"  above threshold 1 by {Eb - E1:.5f}, below 2 by {E2 - Eb:.5f} meV")
print(f"  weight in dot = {dot_weight:.6f}, in leads = {1 - dot_weight:.6f}")
print(f"  amplitude decay length of slowest odd mode = {decay_length:.3f} nm")
print(f"  nearest other box level, 2000 nm leads = {distances[1]:.5f} meV away")
print("  Newton errors:", " ".join(f"{e:.1e}" for e in newton_errors), "meV")
print(f"tilt across dot = {tilt} meV")
print(f"  shift: second order = {shift2.real:.4e}, pole = {z_pole.real - Eb:.4e} meV")
print(f"  width: second order = {gamma2:.4e}, pole = {gamma:.4e} meV")
print(f"  lifetime = {hbar_meV_ps / gamma:.1f} ps")
print(f"  width ratio for doubled tilt = {gamma_ratio:.4f}")
print(f"  leak at tilt {tilt / 10} and {tilt} meV = "
      f"{tilt_leaks[0]:.4e}, {tilt_leaks[1]:.4e} meV")
print("grid 5, 2.5, 1.25, 0.625 nm: E =", np.round(grid_E, 5), "meV")
print(f"  0.625 nm value predicted from coarser grids = {predicted:.5f} meV")
print(f"  fitted zero-spacing limit = {limit_E:.5f} meV, "
      f"5 nm error = {grid_E[0] - limit_E:.5f} meV")
print(f"  fitted parts at 5 nm: corners {corner * a0**(4 / 3):.4f}, "
      f"dispersion {dispersion * a0**2:.4f} meV")
print(f"rough inputs: permittivity {eps_r}, gap {gap_eV} eV, "
      f"vertical energy {vertical_eV} eV")
print(f"charging energy, disc radius {radius:.1f} nm = {charging:.3f} meV")
print(f"mass rise = {100 * mass_rise:.1f} percent, shift = {mass_shift:.3f} meV")
print(f"all lengths 5 percent larger: shift = {wall_shift:.3f} meV")
print(f"phonon lifetime {phonon_ns} ns (rough): width = {phonon_width:.2e} meV")
print(f"thermal energy at {temperature} K = {thermal:.4f} meV")
print("every check passed")
```

Output:

```
chain: analytic / found energy = -0.61803399 / -0.61803399 hopping
chain: smallest leak of other candidates = 0.3520 hopping
two-orbital lead: bound energies = [0.28692421] hopping
  long finite chain gives = [0.28692421] hopping
  false root: |energy| = 2.8e-16, leak = 0.8863 hopping
  false root: slope = 0.01273, norm = 0.01273 (dimensionless)
  smallest singular value of X0 there = 3.8e-16
  change in negative count = 0
wire width, dot width, dot length = 50.0, 100.0, 60.0 nm
mass = 0.067 m_e, grid = 5.0 nm, hopping = 22.7462 meV
device sites = 209, orbitals per cell, both leads = 18
decaying solutions between thresholds = 16
thresholds 1, 2 = 2.22655, 8.68826 meV
below threshold 1: E = 1.402428 meV, leak = 3.2e-14 meV
between thresholds: E = 3.585460 meV, leak = 4.25e-14 meV
between thresholds: E = 6.482162 meV, leak = 1.74e+00 meV
between thresholds: E = 6.595447 meV, leak = 5.48e+00 meV
between thresholds: E = 7.236048 meV, leak = 4.92e-14 meV
finite lattice, odd sector: [3.58546  7.236048] meV
finite lattice, below threshold 1: [1.402428] meV
first embedded state: E = 3.585460 meV = 0.003585460 eV
  above threshold 1 by 1.35891, below 2 by 5.10280 meV
  weight in dot = 0.986599, in leads = 0.013401
  amplitude decay length of slowest odd mode = 10.654 nm
  nearest other box level, 2000 nm leads = 0.01562 meV away
  Newton errors: 1.0e-01 1.8e-05 6.3e-13 2.5e-14 4.5e-14 meV
tilt across dot = 0.5 meV
  shift: second order = -1.5370e-03, pole = -1.5378e-03 meV
  width: second order = 4.4389e-03, pole = 4.4326e-03 meV
  lifetime = 148.5 ps
  width ratio for doubled tilt = 3.9829
  leak at tilt 0.05 and 0.5 meV = 2.2476e-02, 2.2405e-01 meV
grid 5, 2.5, 1.25, 0.625 nm: E = [3.58546 3.58526 3.58185 3.57968] meV
  0.625 nm value predicted from coarser grids = 3.57966 meV
  fitted zero-spacing limit = 3.57781 meV, 5 nm error = 0.00765 meV
  fitted parts at 5 nm: corners 0.0373, dispersion -0.0294 meV
rough inputs: permittivity 12.9, gap 1.42 eV, vertical energy 0.05 eV
charging energy, disc radius 43.7 nm = 4.012 meV
mass rise = 6.1 percent, shift = -0.207 meV
all lengths 5 percent larger: shift = -0.333 meV
phonon lifetime 1.0 ns (rough): width = 6.58e-04 meV
thermal energy at 0.1 K = 0.0086 meV
every check passed
```
